**Directional decay of the square-lattice Green function above the band**

For nearest-neighbour hopping $t$ and real energy $E>4t$, the Green function $G$ decays as $e^{-\kappa m}$ at site $(m,0)$ and as $e^{-2qm}$ at site $(m,m)$, apart from a factor $m^{-1/2}$. The rates per hop are defined by $\cosh\kappa=E/2t-1$ and $\cosh q=E/4t$. The program solves the real-space lattice equation by repeated hopping and compares selected elements with a Bloch sum and with one-dimensional integral representations. At $E/t=4.5$, 5 and 8 it asserts the rates, the prefactors, the directional upper bounds and the Chebyshev hop-count bound over finite ranges of sites. It also asserts the sign rule for reversed hopping, at $E/t=5$, and the limiting behaviour of the rate formulas near and far above the band. For $t=0.5$ eV and $E=2.5$ eV, the formulas give $\kappa=0.962424$ and $q=0.693147$ per hop, while the lattice values between $m=60$ and $m=61$, corrected for the factor $m^{-1/2}$, give 0.962418 and 0.693128. The output also shows that the diagonal element is larger at equal hop count, but smaller in the comparison at nearly equal distance.

## Numerical verification

```python
"""
Decay of the square-lattice Green function above the band.

Result under test, for H = t * (sum over nearest-neighbour hops), E > 4t:
  G(m,0) decays as exp(-kappa*m),  cosh(kappa) = E/(2t) - 1
  G(m,m) decays as exp(-2*q*m),    cosh(q)     = E/(4t)
with inverse-square-root prefactors and rigorous upper bounds.
G(m,n) is the matrix element of (E-H)^(-1) between (0,0) and (m,n);
t = hopping energy, kappa = axis rate per hop, q = diagonal rate per hop.
Lengths are in lattice constants a, energies in eV.

The reference values come from the real-space equation (E-H)G = delta on a
large open cluster, solved by repeated hopping. All terms have one sign at
each site, so even very small elements keep their relative accuracy.
"""
import numpy as np


def lattice_green(energy, hop, half_width=100, sweeps=1200):
    size = 2 * half_width + 1
    g = np.zeros((size + 2, size + 2))
    centre = half_width + 1
    for _ in range(sweeps):
        new = hop * (g[2:, 1:-1] + g[:-2, 1:-1]
                     + g[1:-1, 2:] + g[1:-1, :-2])
        new[half_width, half_width] += 1.0
        g[1:-1, 1:-1] = new / energy
    return g[centre:-1, centre:-1].copy()


def rates(energy, hop):
    return (np.arccosh(energy / (2 * hop) - 1),
            np.arccosh(energy / (4 * hop)))


def axis_asymptote(m, kappa, hop):
    return np.exp(-kappa * m) / (
        2 * hop * np.sqrt(2 * np.pi * m * np.sinh(kappa)))


def diagonal_asymptote(m, q, hop):
    return np.exp(-2 * q * m) / (
        4 * hop * np.sqrt(np.pi * m * np.sinh(q) * np.cosh(q)))


def hop_bound(distance, q, hop):
    return np.exp(-q * distance) / (
        2 * hop * np.sinh(q) * (1 - np.exp(-q)))


def measured_rate(values, m):
    """Decay per step after removal of the inverse-square-root factor."""
    return np.log(values[m] * np.sqrt(m)
                  / (values[m + 1] * np.sqrt(m + 1)))


t = 0.5
E = 2.5
steps = np.arange(61)
rows, columns = np.meshgrid(steps, steps, indexing="ij")
results = {}

for ratio in (4.5, 5.0, 8.0):
    energy = ratio * t
    green = lattice_green(energy, t)
    kappa, q = rates(energy, t)
    axis = green[:, 0]
    diagonal = np.diag(green)

    # Real-space solution against the Bloch integral on a fine periodic mesh.
    k = 2 * np.pi * np.arange(200) / 200
    band = 2 * t * (np.cos(k)[:, None] + np.cos(k)[None, :])
    bloch = np.fft.ifft2(1 / (energy - band)).real
    for site in ((0, 0), (6, 0), (5, 3), (4, 4)):
        assert abs(bloch[site] / green[site] - 1) < 1e-8

    # One-dimensional integral representations against the lattice solution.
    angle = 2 * np.pi * np.arange(800) / 800
    lam = np.arccosh(energy / (2 * t) - np.cos(angle))
    x = 4 * t * np.abs(np.cos(angle)) / energy
    exp_minus_mu = x / (1 + np.sqrt(1 - x**2))
    for m in (0, 1, 7, 20):
        axis_integral = np.mean(np.exp(-m * lam) / (2 * t * np.sinh(lam)))
        diagonal_integral = np.mean(
            exp_minus_mu**(2 * m) / (energy * np.sqrt(1 - x**2)))
        assert abs(axis_integral / axis[m] - 1) < 1e-9
        assert abs(diagonal_integral / diagonal[m] - 1) < 1e-9

    # Rates: the remaining finite-distance error is of order 1/m^2.
    axis_rate = measured_rate(axis, 60)
    diagonal_rate = measured_rate(diagonal, 60) / 2
    assert abs(axis_rate - kappa) < 1.5e-4
    assert abs(diagonal_rate - q) < 1.5e-4

    # Prefactors: the relative error of the leading term is of order 1/m.
    for m in (20, 40, 60):
        assert abs(axis[m] / axis_asymptote(m, kappa, t) - 1) < 0.3 / m
        assert abs(diagonal[m] / diagonal_asymptote(m, q, t) - 1) < 0.3 / m

    # Upper bounds, with room only for rounding at m = 0.
    slack = 1 + 1e-12
    assert np.all(green[:61, :61] > 0)
    assert np.all(axis[:61] <= slack * axis[0] * np.exp(-kappa * steps))
    assert np.all(diagonal[:61] <= slack * axis[0] * np.exp(-2 * q * steps))
    assert np.all(green[:61, :61] <= hop_bound(rows + columns, q, t))

    # Ordering of the rates, from the lattice values themselves.
    assert diagonal_rate < axis_rate < np.sqrt(2) * diagonal_rate
    assert abs(np.sinh(kappa / 2) - np.sqrt(2) * np.sinh(q / 2)) < 1e-12
    results[ratio] = (green, kappa, q, axis_rate, diagonal_rate)

green, kappa, q, axis_rate, diagonal_rate = results[E / t]
axis = green[:, 0]
diagonal = np.diag(green)

# Reversing the sign of the hopping changes only the sublattice sign.
reversed_green = lattice_green(E, -t)
signs = (-1.0)**(rows + columns)
assert np.allclose(reversed_green[:61, :61], signs * green[:61, :61],
                   rtol=1e-10, atol=0)

# Limits near the band edge and far above the band.
edge_ratio, far_ratio = 4.0001, 1.0e4
kappa_edge, q_edge = rates(edge_ratio * t, t)
kappa_far, q_far = rates(far_ratio * t, t)
edge_estimate = np.sqrt(edge_ratio - 4)
assert abs(kappa_edge / edge_estimate - 1) < 1e-4
assert abs(np.sqrt(2) * q_edge / edge_estimate - 1) < 1e-4
assert abs(kappa_far - q_far - np.log(2)) < 1e-3

# Equal hop count and nearly equal distance give opposite orderings.
assert green[12, 12] > green[24, 0] > green[17, 17]

# First step at which the element is below the chosen relative threshold.
threshold = 1e-6
axis_cut = int(np.argmax(axis / axis[0] < threshold))
diagonal_cut = int(np.argmax(diagonal / axis[0] < threshold))
axis_safe = int(np.ceil(-np.log(threshold) / kappa))
diagonal_safe = int(np.ceil(-np.log(threshold) / (2 * q)))
assert 0 < axis_cut <= axis_safe
assert 0 < diagonal_cut <= diagonal_safe

print(f"hopping t = {t:.3f} eV")
print(f"energy E = {E:.3f} eV; upper band edge 4t = {4*t:.3f} eV")
print(f"cosh(kappa) = {E/(2*t)-1:.4f}; cosh(q) = {E/(4*t):.4f}")
print(f"axis rate kappa = {kappa:.6f} per hop")
print(f"diagonal rate q = {q:.6f} per hop")
print(f"diagonal rate 2q = {2*q:.6f} per diagonal step")
print(f"diagonal rate sqrt(2)q = {np.sqrt(2)*q:.6f} per a")
print(f"axis decay length = {1/kappa:.4f} a")
print(f"diagonal decay length = {1/(np.sqrt(2)*q):.4f} a")
print(f"lattice axis rate, m=60 to 61 = {axis_rate:.6f} per hop")
print(f"lattice diagonal rate, m=60 to 61 = {diagonal_rate:.6f} per hop")
print(f"G(0,0) = {axis[0]:.6f} 1/eV")
for m in (5, 10, 20, 40):
    print(f"G({m},0) = {axis[m]:.5e} 1/eV; "
          f"bound = {axis[0]*np.exp(-kappa*m):.5e} 1/eV")
    print(f"  leading asymptote = {axis_asymptote(m, kappa, t):.5e} 1/eV")
    print(f"G({m},{m}) = {diagonal[m]:.5e} 1/eV; "
          f"bound = {axis[0]*np.exp(-2*q*m):.5e} 1/eV")
    print(f"  leading asymptote = {diagonal_asymptote(m, q, t):.5e} 1/eV")
print(f"hop-count bound at 20 hops = {hop_bound(20, q, t):.5e} 1/eV")
for site in ((24, 0), (12, 12), (17, 17)):
    print(f"G{site} = {green[site]:.5e} 1/eV; hops = {sum(site)}; "
          f"distance = {np.hypot(*site):.3f} a")
print(f"relative threshold = {threshold:.1e}")
print(f"axis: first m below = {axis_cut}; from bound = {axis_safe}")
print(f"diagonal: first m below = {diagonal_cut}; "
      f"from bound = {diagonal_safe}")
for ratio, data in results.items():
    print(f"E/t = {ratio:.1f}: kappa = {data[1]:.6f}, q = {data[2]:.6f} "
          f"per hop; sqrt(2)q = {np.sqrt(2)*data[2]:.6f} per a")
    print(f"  lattice rates: axis {data[3]:.6f}, "
          f"diagonal {data[4]:.6f} per hop")
print(f"E/t = {edge_ratio:.4f}: kappa = {kappa_edge:.7f} per a, "
      f"sqrt(2)q = {np.sqrt(2)*q_edge:.7f} per a")
print(f"E/t = {far_ratio:.0f}: kappa-q = {kappa_far-q_far:.6f} per hop; "
      f"ln 2 = {np.log(2):.6f}")
print("PASS")
```

Running it gives:

```
hopping t = 0.500 eV
energy E = 2.500 eV; upper band edge 4t = 2.000 eV
cosh(kappa) = 1.5000; cosh(q) = 1.2500
axis rate kappa = 0.962424 per hop
diagonal rate q = 0.693147 per hop
diagonal rate 2q = 1.386294 per diagonal step
diagonal rate sqrt(2)q = 0.980258 per a
axis decay length = 1.0390 a
diagonal decay length = 1.0201 a
lattice axis rate, m=60 to 61 = 0.962418 per hop
lattice diagonal rate, m=60 to 61 = 0.693128 per hop
G(0,0) = 0.508100 1/eV
G(5,0) = 1.38285e-03 1/eV; bound = 4.13116e-03 1/eV
  leading asymptote = 1.37190e-03 1/eV
G(5,5) = 1.23763e-04 1/eV; bound = 4.96191e-04 1/eV
  leading asymptote = 1.27240e-04 1/eV
G(10,0) = 7.88677e-06 1/eV; bound = 3.35889e-05 1/eV
  leading asymptote = 7.88733e-06 1/eV
G(10,10) = 8.66420e-08 1/eV; bound = 4.84562e-07 1/eV
  leading asymptote = 8.78637e-08 1/eV
G(20,0) = 3.68396e-10 1/eV; bound = 2.22046e-09 1/eV
  leading asymptote = 3.68691e-10 1/eV
G(20,20) = 5.88352e-14 1/eV; bound = 4.62114e-13 1/eV
  leading asymptote = 5.92509e-14 1/eV
G(40,0) = 1.13868e-18 1/eV; bound = 9.70371e-18 1/eV
  leading asymptote = 1.13931e-18 1/eV
G(40,40) = 3.79705e-26 1/eV; bound = 4.20290e-25 1/eV
  leading asymptote = 3.81048e-26 1/eV
hop-count bound at 20 hops = 2.54313e-06 1/eV
G(24, 0) = 7.15883e-12 1/eV; hops = 24; distance = 24.000 a
G(12, 12) = 4.95475e-09 1/eV; hops = 24; distance = 16.971 a
G(17, 17) = 4.07917e-12 1/eV; hops = 34; distance = 24.042 a
relative threshold = 1.0e-06
axis: first m below = 13; from bound = 15
diagonal: first m below = 9; from bound = 10
E/t = 4.5: kappa = 0.693147, q = 0.494933 per hop; sqrt(2)q = 0.699941 per a
  lattice rates: axis 0.693118, diagonal 0.494911 per hop
E/t = 5.0: kappa = 0.962424, q = 0.693147 per hop; sqrt(2)q = 0.980258 per a
  lattice rates: axis 0.962418, diagonal 0.693128 per hop
E/t = 8.0: kappa = 1.762747, q = 1.316958 per hop; sqrt(2)q = 1.862460 per a
  lattice rates: axis 1.762815, diagonal 1.316941 per hop
E/t = 4.0001: kappa = 0.0100000 per a, sqrt(2)q = 0.0100000 per a
E/t = 10000: kappa-q = 0.692947 per hop; ln 2 = 0.693147
PASS
```
